\section*{Lamellar period of a strongly segregated diblock copolymer, derived in two ways}

\section{Result and model}

A melt of symmetric AB diblock chains, each of $N$ segments, orders into flat layers when A and B repel strongly. In mean-field theory, to leading order for $\chi N\gg 1$, the period is
\begin{equation}
D=\left(\frac{32}{\pi^2\sqrt6}\right)^{1/3} b\,\chi^{1/6}N^{2/3}\approx 1.10\,b\,\chi^{1/6}N^{2/3}. \label{law}
\end{equation}
One period holds one A layer and one B layer, hence two interfaces. Both blocks have statistical segment length $b$ and segment volume $v$. The Flory parameter $\chi$ is defined by the contact energy $\tau\chi\phi_A\phi_B$ per segment volume, where $\phi_A,\phi_B$ are volume fractions and $\tau=k_BT$. In atomic units $\tau$ is in hartree and lengths are in bohr; since $\hbar$ and the electron's charge and mass do not enter, the formulas keep their form in other units.

The melt is incompressible, $\phi_A+\phi_B=1$, and all chains have the same length. A chain is a Gaussian thread: a piece of $\Delta s$ segments has variance $b^2\Delta s/3$ along the layer normal $z$. The negative logarithm of its Gaussian weight is $3(\Delta z)^2/(2b^2\Delta s)$, so a path $z(s)$ costs
\begin{equation}
\frac{F_{\rm path}}{\tau}=\frac{3}{2b^2}\int z'(s)^2\,ds. \label{path}
\end{equation}
Fluctuations about the path are dropped; this is the strong-stretching approximation. The interface is taken as thin compared with $D$. Both derivations need its tension, which is found first.

\section{The interfacial tension}

Near the interface each block looks like a very long chain. In a field $w(z)$, measured in units of $\tau$ per segment, the chain's statistical weight $q(z,s)$ obeys
\begin{equation}
\frac{\partial q}{\partial s}=\frac{b^2}{6}\frac{\partial^2q}{\partial z^2}-wq .
\end{equation}
The first term is half the step variance times the curvature, and the second is the Boltzmann factor of one segment. For a long chain of $n$ segments the lowest eigenfunction $\psi$, with eigenvalue $\lambda$, dominates. The free energy is then $n\tau\lambda$ and the segment distribution is $\psi^2$, one factor $\psi$ coming from each side of the segment. With $\int\psi^2dz=1$,
\begin{equation}
\lambda=\int\left[\frac{b^2}{6}\psi'^2+w\psi^2\right]dz .
\end{equation}
Subtracting the field energy $n\tau\int w\psi^2dz$ leaves the conformational cost $n\tau(b^2/6)\int\psi'^2dz$. Per unit area, with $\phi_A=\psi_A^2$, $\phi_B=\psi_B^2$ and $1/v$ segments per volume, the tension is the minimum of
\begin{equation}
\frac{\gamma v}{\tau}=\int\left[\frac{b^2}{6}\left(\psi_A'^2+\psi_B'^2\right)+\chi\psi_A^2\psi_B^2\right]dz .
\end{equation}
Incompressibility is satisfied by $\psi_A=\sin\theta$, $\psi_B=\cos\theta$, for which $\psi_A'^2+\psi_B'^2=\theta'^2$. Let $\theta$ run from $0$ (pure B) to $\pi/2$ (pure A). Completing the square gives
\begin{align}
\frac{b^2}{6}\theta'^2+\chi\sin^2\theta\cos^2\theta
={}&\left(\frac{b}{\sqrt6}\theta'-\sqrt\chi\sin\theta\cos\theta\right)^2\nonumber\\
&+2b\sqrt{\frac{\chi}{6}}\,\sin\theta\cos\theta\,\theta' .
\end{align}
The last term is the derivative of $b\sqrt{\chi/6}\,\sin^2\theta$, so its integral depends on the end values alone. The square is smallest when it vanishes. Hence
\begin{equation}
\gamma=\frac{\tau b}{v}\sqrt{\frac{\chi}{6}} . \label{gamma}
\end{equation}
The vanishing square requires $(\tan\theta)'=(\sqrt{6\chi}/b)\tan\theta$. With the origin at $\theta=\pi/4$ this gives $\phi_A=\frac12[1+\tanh(\sqrt{6\chi}\,z/b)]$. The inverse of the largest slope defines the width $2b/\sqrt{6\chi}$. The thread model needs this width to exceed $b$, which fails as $\chi$ approaches unity.

\section{First derivation: least energy}

\subsection{A lower bound on stretching}

Consider a block of $n$ segments in a brush of height $h$. Its free end is at $s=0$ and its junction is on the interface, $z(n)=0$. Put $k=\pi/(2n)$ and expand a square:
\begin{align}
0\le{}&\int_0^n\left[z'+k\tan(ks)\,z\right]^2ds\nonumber\\
={}&\int_0^n\left[z'^2+k\tan(ks)\,(z^2)'+k^2\tan^2(ks)\,z^2\right]ds .
\end{align}
Integrate the middle term by parts. The boundary term $k\tan(ks)z^2$ vanishes at $s=0$ because the tangent does. Near $s=n$ the tangent grows as $1/[k(n-s)]$, while the Cauchy--Schwarz inequality gives $z^2\le(n-s)\int_s^n z'^2ds'$. The product is bounded by the remaining integral, which goes to zero. What is left of the middle term is $-\int k^2\sec^2(ks)z^2ds$, and $\sec^2-\tan^2=1$ gives
\begin{equation}
\int_0^n z'^2ds\ \ge\ \left(\frac{\pi}{2n}\right)^2\int_0^n z^2ds . \label{ineq}
\end{equation}
Equality holds for $z=z_0\cos(ks)$, which makes the square vanish.

Incompressibility now fixes the right-hand side on average. The segments fill $0<z<h$ uniformly, so a chain has on average $n\,dz/h$ of them in $dz$, and
\begin{equation}
\left\langle\int_0^n z^2ds\right\rangle=\frac nh\int_0^h z^2dz=\frac{nh^2}{3} .
\end{equation}
With Eqs.~(\ref{path}) and (\ref{ineq}), the stretching energy per block satisfies
\begin{equation}
\frac{F_{\rm block}}{\tau}\ge\frac{3}{2b^2}\,\frac{\pi^2}{4n^2}\,\frac{nh^2}{3}
=\frac{\pi^2h^2}{8nb^2} . \label{bound}
\end{equation}

A layer of thickness $2h$ contains two facing brushes, and blocks might cross the midplane. A segment at distance $z$ from its own interface lies at distance $d=\min(z,2h-z)\le z$ from the nearest one. Uniform filling gives $\langle d^2\rangle=h^2/3$, so $\langle z^2\rangle\ge h^2/3$. Crossing therefore cannot bring the energy below the bound.

\subsection{The bound is reached}

Take the paths $z_0\cos(ks)$ with free ends distributed as
\begin{equation}
g(z_0)=\frac{z_0}{h\sqrt{h^2-z_0^2}},\qquad 0<z_0<h , \label{ends}
\end{equation}
which is positive and integrates to one. Along a path $|z'|=k\sqrt{z_0^2-z^2}$, so the mean number of segments per unit height is
\begin{equation}
\int_z^h\frac{g(z_0)\,dz_0}{k\sqrt{z_0^2-z^2}}
=\frac{1}{2kh}\int_{z^2}^{h^2}\frac{du}{\sqrt{(h^2-u)(u-z^2)}}
=\frac{\pi}{2kh}=\frac nh . \label{fill}
\end{equation}
Here $u=z_0^2$, and the substitution $u=z^2+(h^2-z^2)\sin^2\alpha$ turns the integral into $\int_0^{\pi/2}2\,d\alpha=\pi$. The filling is uniform and every path satisfies Eq.~(\ref{ineq}) as an equality, so Eq.~(\ref{bound}) is the minimum.

Uniformly stretched blocks with all ends at $z=h$ also fill the layer, but they cost $3h^2/(2nb^2)$, larger by the factor $12/\pi^2\approx1.22$. Using that energy would keep the exponents and multiply the prefactor of the period by $(\pi^2/12)^{1/3}\approx0.94$.

\subsection{Minimum over the period}

For a symmetric chain $n=N/2$ and $h=D/4$. Each block costs $\pi^2D^2/(64Nb^2)$ in units of $\tau$, and the two together cost twice that. If $\Sigma$ is the interfacial area per chain, half a period contains one interface, so $Nv=\Sigma D/2$ and $\Sigma=2Nv/D$. Adding $\gamma\Sigma$ gives
\begin{equation}
\frac{F}{\tau}=\frac{2Nb}{D}\sqrt{\frac{\chi}{6}}+\frac{\pi^2D^2}{32Nb^2} . \label{F}
\end{equation}
A longer period leaves less interface per chain but stretches the blocks more. Setting the derivative to zero,
\begin{equation}
-\frac{2Nb}{D^2}\sqrt{\frac{\chi}{6}}+\frac{\pi^2D}{16Nb^2}=0
\quad\Rightarrow\quad
D^3=\frac{32}{\pi^2}N^2b^3\sqrt{\frac{\chi}{6}} , \label{cube}
\end{equation}
whose cube root is Eq.~(\ref{law}). Both terms of $F$ are convex for $D>0$, so this is the single minimum. Multiplying the stationarity condition by $D$ shows that the interfacial energy is twice the stretching energy. The sum is therefore three times the stretching energy:
\begin{equation}
\frac{F_{\min}}{\tau}=\frac{3\pi^2D^2}{32Nb^2}=\frac14\left(9\pi^2\chi N\right)^{1/3} .
\end{equation}

For blocks of $fN$ and $(1-f)N$ segments, the A brush has $n=fN$ and $h=fD/2$, and costs $\pi^2fD^2/(32Nb^2)$. The B brush has $1-f$ in place of $f$. The sum is again the last term of Eq.~(\ref{F}), so $f$ drops out within this model. That does not show that lamellae are the preferred structure at a given $f$.

\section{Second derivation: balance of forces}

\subsection{The pressure in a brush}

Now let a pressure $p(z)$ keep the density constant. A segment of volume $v$ then has the potential energy $\tau U(z)=vp(z)$, up to a constant. A stationary path of $\int[3z'^2/(2b^2)+U]\,ds$ obeys $(3/b^2)z''=U'(z)$. No force acts on the free end, so $z'=0$ at $z=z_0$. The first integral is
\begin{equation}
\frac{3}{2b^2}z'^2=U(z)-U(z_0) .
\end{equation}
Assume that free ends occur at every height. Whatever its $z_0$, a path must reach the interface after the same number $n$ of segments. With $V(z)=U(0)-U(z)$ this condition reads
\begin{equation}
\int_0^{z_0}\frac{dz}{\sqrt{V(z_0)-V(z)}}=c,\qquad c=nb\sqrt{\frac23} .
\end{equation}
Use $V$ as the variable, write $E=V(z_0)$, multiply by $(W-E)^{-1/2}$ and integrate over $E$ from $0$ to $W$. Exchanging the order of integration,
\begin{equation}
\int_0^W\frac{dz}{dV}\,dV\int_V^W\frac{dE}{\sqrt{(W-E)(E-V)}}
=2c\sqrt W .
\end{equation}
The inner integral is $\pi$, as in Eq.~(\ref{fill}), so $\pi z(W)=2c\sqrt W$. Solving for $W=V(z)$,
\begin{equation}
U(0)-U(z)=\frac{\pi^2z^2}{4c^2}=\frac{3\pi^2z^2}{8n^2b^2} . \label{parabola}
\end{equation}
Within the brush the pressure is highest next to the interface and falls as a parabola towards the middle of the layer. The parabola does not describe the thin interfacial region itself, where the two blocks mix. It is also a strong-stretching result: at $\chi N=100$ the self-consistent value of $U(z)-U(h)$ is about 12\% below the parabola at $z=h/2$ and about half of it at $z=3h/4$.

\subsection{Stress on a free sample}

By Eq.~(\ref{path}), a strand of slope $z'$ carries the tension $3\tau|z'|/b^2$. There are $1/v$ segments per volume, so $|z'|/v$ strands cross a unit area. Their tensile stress along $z$ is $S(z)=3\tau\langle z'^2\rangle_z/(b^2v)$, averaged over the segments at $z$. The isotropic part of the chain stress is absorbed in $p$.

Mechanical equilibrium along $z$ requires $-p+S$ to be constant. At the middle of a layer, $z=h$, the strands that arrive end there with zero slope, so $S(h)=0$. It follows that
\begin{equation}
S(z)=p(z)-p(h)=\frac{3\pi^2\tau}{8n^2b^2v}\,(h^2-z^2) . \label{stress}
\end{equation}
Let the sample be under an outside pressure $P$, equal on all faces. Then $p=P+S$. On a side face, the force per unit length over one period is the integral of $-p$ plus the pull $\gamma$ of each interface. It must equal $-PD$:
\begin{equation}
-PD-\int_0^DS\,dz+2\gamma=-PD
\quad\Rightarrow\quad \int_0^DS\,dz=2\gamma . \label{balance}
\end{equation}
The interfaces try to contract sideways, which would thicken the layers. The stretched chains pull the layers thinner.

A period contains four brushes, and $\int_0^h(h^2-z^2)dz=2h^3/3$. With $n=N/2$ and $h=D/4$,
\begin{equation}
4\cdot\frac{3\pi^2\tau}{8n^2b^2v}\cdot\frac{2h^3}{3}
=\frac{\pi^2\tau h^3}{n^2b^2v}=\frac{\pi^2\tau D^3}{16N^2b^2v} .
\end{equation}
Setting this equal to $2\gamma=2(\tau b/v)\sqrt{\chi/6}$ gives Eq.~(\ref{cube}) again, without an energy having been minimized over $D$.

\section{What each derivation assumes}

Both use the tension (\ref{gamma}), Gaussian threads, equal chain lengths, incompressibility and strong stretching. An error in one of these affects both results, so their agreement does not test them.

The first derivation assumes nothing about the paths or the ends. Its bound covers every uniform filling of the layers, including interpenetrating brushes, and it shows that the period is a minimum. The price is that a filling which reaches the bound has to be exhibited.

The second assumes that free ends occur at every height and that each block follows a stationary path. The positive density (\ref{ends}) shows that the first assumption can be met. No end distribution is needed to obtain the period, and the pressure profile comes out as well. The balance condition itself states only stationarity, but the imbalance on either side of it shows stability against a change of period. The chain term in Eq.~(\ref{balance}) grows as $D^3$ while $2\gamma$ is fixed, so layers that are too thick are pulled thinner and layers that are too thin thicken. This agrees with the convexity of Eq.~(\ref{F}).

The two also complement each other for a film whose period is imposed by a guiding pattern. If the period is $D(1+\epsilon)$, the interfacial part of $F$ is divided by $1+\epsilon$ and the stretching part is multiplied by $(1+\epsilon)^2$. To second order,
\begin{equation}
\frac{F}{F_{\min}}=\frac13\left[\frac{2}{1+\epsilon}+(1+\epsilon)^2\right]\approx1+\epsilon^2 .
\end{equation}
The energy gives the cost of the misfit, and its slope gives the restoring force. The coefficient of $\epsilon^2$ belongs to Eq.~(\ref{F}): at $\chi N=100$ self-consistent field theory gives a cost of about $4.7\,\tau\epsilon^2$ per chain instead of $5.2\,\tau\epsilon^2$, which is about $0.65\,\epsilon^2$ relative to its larger $F_{\min}$. The force balance shows how that force arises: for $\epsilon>0$ the chain term in Eq.~(\ref{balance}) exceeds $2\gamma$, and the film pulls inward along $z$.

\section{A worked case and its accuracy}

Take the round model values $N=1000$, $\chi=0.1$, $b=7$~\AA, $v=150$~\AA$^3$ and $T=450$~K, so that $\chi N=100$ and $\tau=0.03878$~eV. The tension is
\begin{equation}
\gamma=\frac{0.03878\times7}{150}\sqrt{\frac{0.1}{6}}
=2.34\times10^{-4}\ \mathrm{eV/\text{\AA}^2},
\end{equation}
and the period is
\begin{equation}
D=1.098\times7\times0.1^{1/6}\times1000^{2/3}=524\ \text{\AA}\quad(52.4\ \mathrm{nm}).
\end{equation}
The long-chain formula gives an interface width of 18~\AA, which is thin compared with $D$ and larger than $b$; at finite $\chi N$ the interface is wider, about 22~\AA\ in the self-consistent field theory described below. The area per chain is $2\times1000\times150/524=573$~\AA$^2$. The interfacial energy is thus $0.134$~eV per chain and the stretching energy $0.067$~eV, in the ratio two to one. Doubling $N$ raises the period to 831~\AA; doubling $\chi$ raises it to 588~\AA. The steepest path has slope $\pi h/(2n)=\pi\times131/1000=0.41$~\AA\ per segment, far below $b$, so Gaussian elasticity is consistent here.

Strong stretching is less secure. Each block stores $0.86\,\tau$, so entropies of order $\tau$ that were dropped are not small beside it. Self-consistent field theory keeps them: every segment moves in the mean field of the others, and neither a sharp interface nor strong stretching is assumed. It is still a mean-field theory and omits composition fluctuations. At $\chi N=100$ it gives a period of 517~\AA, so the law is about 1\% too large relative to it. The energy per chain is much worse: the law gives $5.18\,\tau$ against $7.25\,\tau$, about 29\% too low.

Equation~(\ref{F}) shows how both can hold. Let $G(D)$ be the missing energy in units of $\tau$. At the minimum $D^2F''=2F_{\min}$, so to first order
\begin{equation}
\frac{\delta D}{D}\approx-\frac{D\,G'(D)}{2F_{\min}/\tau} .
\end{equation}
A shift of $-1.2$\% corresponds in this first-order estimate to $DG'\approx0.012\times10.4\approx0.12$; the slope of the self-consistent energy at the period of the law gives $0.11$. $G$ itself is about $2.1$. The missing energy is large but depends weakly on the period. The calculation does not separate its sources.

The exponents can be checked in the same theory. Measuring $s$ in units of $N$ and $z$ in units of $b\sqrt N$ leaves $\chi N$ as the single parameter, so $D=b\sqrt N\,Y(\chi N)$. If $Y$ grows locally as $(\chi N)^\alpha$, then $D\propto\chi^\alpha N^{1/2+\alpha}$, and $\alpha=1/6$ yields both exponents of the law. The computed $\alpha$ is 0.209 between $\chi N=25$ and 100, and 0.178 between 100 and 400, against the limit 0.167. The ratio of the self-consistent period to the law is 0.932, 0.988 and 1.003 at the three values. It passes through one, so the approach to the limit is not a steady rise from below. The numerical output lists these values.

For patterning, the law is best read at fixed segregation $X=\chi N$. Substituting $N=X/\chi$ into Eq.~(\ref{law}) gives $D\approx1.10\,b\,X^{2/3}\chi^{-1/2}$. At given $b$, a finer pitch with equally well separated layers requires a larger $\chi$ and a shorter chain. The thread model limits this use of the law: an interface wider than $b$ needs $\chi<2/3$, hence $D>1.34\,b\,X^{2/3}$, which is about 20~nm for $b=7$~\AA\ and $X=100$. This bound is an order-of-magnitude criterion. Regrouping $m$ segments into one changes $b$ to $b\sqrt m$ and $\chi$ to $m\chi$, which leaves $D$ and the width unchanged but multiplies the bound by $\sqrt m$. It has meaning only when $b$ is the shortest length on which the real chain is Gaussian and $\chi$ refers to that segment. Shortening the chain at fixed $\chi$ also reduces $D$, but it lowers $\chi N$ and leads out of the regime in which the law holds.

\section*{Numbers as computed}
\begin{verbatim}
segments N: 1000
Flory parameter chi: 0.1
chi*N: 100
segment length b: 7.0 angstrom
segment volume v: 150 angstrom^3
temperature: 450 K
kT: 0.03878 eV
unperturbed chain size b*sqrt(N): 221.4 angstrom
interfacial tension, formula: 2.3362e-04 eV/angstrom^2
interfacial tension, numeric: 2.3360e-04 eV/angstrom^2
interface width, formula: 18.07 angstrom
interface width, numeric: 18.11 angstrom
lowest path eigenvalue, numeric: 2.46740
(pi/2)^2: 2.46740
largest filling error of sampled brush: 0.0008
stretching per block, sampled: 0.8629 kT
stretching per block, formula: 0.8629 kT
stretching per block, all ends at edge: 1.0492 kT
stretching per chain, f=0.5: 1.7258 kT
stretching per chain, f=0.3: 1.7258 kT
period prefactor: 1.0980
period D, formula: 523.6 angstrom
period D, formula: 52.36 nm
period D, numerical balance: 523.6 angstrom
brush height D/4: 130.9 angstrom
area per chain: 572.9 angstrom^2
interfacial energy per chain: 0.1338 eV
stretching energy per chain: 0.0669 eV
interfacial/stretching energy: 2.0000
D after doubling N: 831.2 angstrom
D after doubling chi: 587.8 angstrom
chi*N=25: D/(b sqrt N) SCFT 1.7496, law 1.8775
  period ratio SCFT/law: 0.9319
  energy per chain: SCFT 4.402, law 3.262 kT
chi*N=100: D/(b sqrt N) SCFT 2.3369, law 2.3655
  period ratio SCFT/law: 0.9879
  energy per chain: SCFT 7.249, law 5.178 kT
chi*N=400: D/(b sqrt N) SCFT 2.9896, law 2.9804
  period ratio SCFT/law: 1.0031
  energy per chain: SCFT 11.070, law 8.219 kT
SCFT period at example chi*N: 517.3 angstrom
SCFT chi exponent, chi*N 25 to 100: 0.2088
SCFT chi exponent, chi*N 100 to 400: 0.1777
SCFT N exponent, chi*N 100 to 400: 0.6777
limiting chi exponent 1/6: 0.1667
\end{verbatim}
